\section*{Dephasing of a transverse spin current in a free-electron ferromagnet}

\section*{Question}

I am trying to understand how a ferromagnet absorbs spin injected at right angles to its magnetisation. My model is as simple as I can make it. A free-electron metal fills $x<0$ and a free-electron ferromagnet fills $x>0$, with a flat, clean interface. Majority electrons feel no potential step, and minority electrons feel a step $\Delta$ smaller than the Fermi energy $E_F$. The electrons arrive at the Fermi level with their spins perpendicular to the magnetisation.

Inside the ferromagnet each electron is a superposition of a majority and a minority wave with different wavenumbers, so its spin precesses with depth. Nothing in the Hamiltonian damps that precession. Yet I read that the transverse spin current dies out close to the interface. How can a sum of undamped precessions decay, what is the decay law, and where does the spin go? I am also unsure how to weight the Fermi surface in the average. Numbers for something like copper on cobalt would help.

\section*{Answer}

The electrons precess at different rates per unit depth, so their spins fan out and their sum shrinks. One correction is needed first: part of the incident electrons have no propagating minority wave, and their transverse spin current is damped one by one. The others do precess undamped, and their sum decays all the same.

\subsection*{One electron}

I use atomic units in the algebra. Let $q$ be the wavenumber parallel to the interface, which is conserved, and let $k_F=\sqrt{2E_F}$. The wavenumbers along $x$ are
\begin{equation}
k=\sqrt{k_F^2-q^2},\qquad k_d=\sqrt{k^2-c^2},\qquad c^2=2\Delta ,
\end{equation}
for the majority and minority waves. If $k<c$, then $k_d=i\kappa$ with $\kappa=\sqrt{c^2-k^2}>0$, the root that decays into the ferromagnet.

The majority wave meets no step, so its transmission amplitude is 1. For the minority wave, continuity of the function and of its slope gives $1+r_d=t_d$ and $k(1-r_d)=k_dt_d$. Multiplying the first by $k$ and adding gives $2k=(k+k_d)t_d$, hence
\begin{equation}
t_d=\frac{2k}{k+k_d}.
\end{equation}

Take spin axis 3 along the majority spin and the incident spin along axis 1. Apart from the common factor $e^{i\mathbf q\cdot\mathbf r}$, the spinor at $x>0$ is
\begin{equation}
\psi=\frac{1}{\sqrt2}\begin{pmatrix}e^{ikx}\\ t_d\,e^{ik_dx}\end{pmatrix}.
\end{equation}
Combine the two transverse components into $Q=Q_1+iQ_2$, using $\sigma_+=\sigma_1+i\sigma_2$. The only nonzero element of $\sigma_+$ is a 2 in the upper right corner. Divided by the incident flux $k$, the spin current of one electron is
\begin{align}
Q_q(x)&=\frac{1}{2ik}\left[\psi^\dagger\sigma_+\psi'-\psi'^\dagger\sigma_+\psi\right]\nonumber\\
&=\frac{1}{2ik}\left[ik_d+ik\right]t_d\,e^{i(k_d-k)x}
=\frac{k+k_d}{2k}\,\frac{2k}{k+k_d}\,e^{i(k_d-k)x}
=e^{i(k_d-k)x}.
\end{align}
Only the majority wave, whose $k$ is real, is complex conjugated, so the result also holds for $k_d=i\kappa$. There are two cases:
\begin{itemize}
\item For $k>c$ the modulus is 1 at every depth. The spin turns through the angle $wx$, with $w=k-k_d$, in the negative sense about axis 3.
\item For $k<c$ the modulus is $e^{-\kappa x}$.
\end{itemize}

\subsection*{Weighting the Fermi surface}

At a given $q$, the states in an energy window $dE$ carry a flux equal to velocity times density of states. In one dimension this is $k\,dk/2\pi=dE/2\pi$, whatever $q$ is. Uniformly filled incident states therefore have equal weight per area $d^2q$ of the projected Fermi surface, a disc of area $\pi k_F^2$:
\begin{equation}
Q(x)=\frac{2}{k_F^2}\int_0^{k_F}q\,dq\;e^{i(k_d-k)x}.
\label{eq:avg}
\end{equation}
With $q=k_F\sin\theta$ the weight is $2\sin\theta\cos\theta\,d\theta$. This weight belongs to a filling that is the same for all incident directions, and it is used below. If the excess occupation is instead that of a drifting Fermi sea, proportional to the velocity along $x$, an extra factor $\cos\theta$ enters and the normalised weight is $3\sin\theta\cos^2\theta\,d\theta$. The $1/x$ law derived below then keeps its form, with a prefactor $3/2$ times larger, because the weight per area $d^2q$ at normal incidence is $3/2$ times larger. The condition $k>c$ means $q<K_d$, with $K_d=\sqrt{k_F^2-c^2}$, so the undamped share of the flux is $K_d^2/k_F^2=1-\Delta/E_F$.

\subsection*{Why the sum decays}

Put $u=q^2/2$, so that $q\,dq=du$. From $k^2=k_F^2-2u$ follow $dk/du=-1/k$ and $dk_d/du=-1/k_d$, and for real $k_d$
\begin{equation}
\frac{dw}{du}=\frac{1}{k_d}-\frac1k>0 .
\label{eq:slope}
\end{equation}
The precession rate per unit depth rises from $w_0=k_F-K_d$ at normal incidence to $c$ at the critical angle.

To find the law, use $w$ as the variable. Since $(k-k_d)(k+k_d)=c^2$, we have $k+k_d=c^2/w$, and so
\begin{equation}
k=\frac12\left(w+\frac{c^2}{w}\right),\qquad
k\,dk=\frac14\left(w+\frac{c^2}{w}\right)\left(1-\frac{c^2}{w^2}\right)dw
=\frac14\left(w-\frac{c^4}{w^3}\right)dw .
\end{equation}
Because $q\,dq=-k\,dk$, the integral over $q$ from 0 to $k_F$ equals that of $k\,dk$ from $k=0$ to $k=k_F$:
\begin{equation}
Q(x)=\frac{1}{2k_F^2}\int_{-ic}^{w_0}g(w)\,e^{-iwx}\,dw,\qquad g(w)=w-\frac{c^4}{w^3}.
\end{equation}
The path starts at $w=-ic$, where $k=0$. It follows the arc $w=k-i\kappa$ of radius $c$ to $w=c$ (the evanescent electrons), then the real axis to $w_0$ (the undamped ones). Two integrations by parts give
\begin{equation}
\int g\,e^{-iwx}dw=\left[\left(\frac{i}{x}\,g+\frac{1}{x^2}\,g'\right)e^{-iwx}\right]_{-ic}^{w_0}-\frac1{x^2}\int g''e^{-iwx}dw .
\end{equation}
At the lower end $e^{-iwx}=e^{-cx}$, which is negligible at large depth. The last integral is itself of order $1/x$, as one more integration by parts shows. At the upper end, $c^2/w_0=k_F+K_d$ gives
\begin{equation}
g(w_0)=\frac{w_0^2-(k_F+K_d)^2}{w_0}=-\frac{4k_FK_d}{w_0}.
\end{equation}
With $-i=1/i$ the leading term is
\begin{equation}
Q(x)\simeq\frac{2K_d}{k_Fw_0}\,\frac{e^{-iw_0x}}{ix}.
\label{eq:law}
\end{equation}
The decay is a power law. Electrons near normal incidence dominate at large depth, because $w$ has its minimum at $q=0$ and they stay in step longest.

The next term multiplies (\ref{eq:law}) by $1+i\ell/x$, where
\begin{equation}
\ell=\frac{g'(w_0)}{|g(w_0)|}=\frac{1}{w_0}\,\frac{3+w_0^4/c^4}{1-w_0^4/c^4}.
\end{equation}
Equation (\ref{eq:law}) thus needs $x\gg\ell\approx3/w_0$ when $w_0\ll c$. The factor $1/i$ says that the net spin finally runs $90^\circ$ ahead of the normal-incidence electron, since the oblique electrons turn faster. The numerical output calls this angle a lag, but it is an extra turn in the sense of the precession.

\subsection*{The edge between the two groups}

The path has a corner at $w=c$, but $g$ is smooth there, so the corner leaves no term in the full sum. Each group alone does have one. On the evanescent side $q\,dq=\kappa\,d\kappa$, and at large $x$ only small $\kappa$ counts, where $k\approx c$:
\begin{equation}
\frac{2}{k_F^2}\int_0^{c}\kappa\,d\kappa\,e^{-\kappa x-ikx}\simeq\frac{2\,e^{-icx}}{k_F^2x^2}.
\label{eq:edge}
\end{equation}
Electrons that are damped exponentially one by one add up to a power law, because $\kappa$ reaches down to zero. The undamped group carries the opposite edge term.

\subsection*{Weak and strong splitting}

For $\Delta\ll E_F$ and away from grazing incidence, $w\approx\Delta/k=\Delta/(k_F\cos\theta)$. This is the precession rate in time, $\Delta$, multiplied by the time $1/(k_F\cos\theta)$ needed to advance one unit of depth. Oblique electrons take longer to reach a given depth and have turned further. Then $K_d/k_F\to1$, and the modulus of (\ref{eq:law}) becomes $2/(w_0x)$, so the precession length $2\pi/w_0$ sets the scale of the decay.

At $\Delta=E_F$ the undamped group vanishes. Equation (\ref{eq:edge}) with $c=k_F$ then gives the full sum at large depth, and the decay goes as $1/x^2$. For $\Delta>E_F$ every $\kappa$ is at least $\sqrt{2\Delta-k_F^2}$, and the decay is at least exponential with that rate.

\subsection*{Where the spin goes}

The transverse spin density of one electron, per unit incident flux, is
\begin{equation}
S_q=\frac{\psi^\dagger\sigma_+\psi}{k}=\frac{t_d}{k}\,e^{i(k_d-k)x}=\frac{2}{k+k_d}\,Q_q .
\end{equation}
Differentiating $Q_q$ gives
\begin{equation}
\frac{dQ_q}{dx}=i(k_d-k)Q_q=\frac{i}{2}(k_d^2-k^2)S_q=-i\Delta\,S_q .
\end{equation}
This is linear, so it holds for the sum too. The right-hand side is the torque of the exchange field on the electron spins, and its reaction acts on the magnetisation. Since $Q(0)=1$ and $Q\to0$, a thick ferromagnet in this model takes up the whole incident transverse spin current.

\subsection*{Numbers}

Take $E_F=7$ eV, a rough value for copper, and $\Delta=2$ eV, roughly the splitting of the $d$ bands in cobalt. Then $k_F=13.555$ nm$^{-1}$, and
\begin{align}
K_d&=k_F\sqrt{5/7}=11.456\ \mathrm{nm^{-1}},\qquad c=k_F\sqrt{2/7}=7.245\ \mathrm{nm^{-1}},\nonumber\\
w_0&=13.555-11.456=2.099\ \mathrm{nm^{-1}},\qquad \frac{2\pi}{w_0}=2.99\ \mathrm{nm}.
\end{align}
The undamped share is $5/7=0.714$, up to an incidence angle of $57.7^\circ$.

At 3 nm, electrons incident at $0^\circ$, $30^\circ$ and $50^\circ$ have turned by $361^\circ$, $430^\circ$ and $666^\circ$, all with modulus 1. At $70^\circ$ the modulus is $6\times10^{-8}$. The angles are $wx$. The moduli come from integrating the wave equation through the interface and forming the spin current from the spinors, which also confirms the direction of the spin, that is, the angles up to whole turns.

The average (\ref{eq:avg}) has modulus 0.236 at 3 nm. The undamped electrons alone, divided by their own flux, give 0.33 at 3 nm and 0.038 at 30 nm. That settles your puzzle: every member of this group still has modulus 1.

The prefactor in (\ref{eq:law}) is
\begin{equation}
\frac{2K_d}{k_Fw_0}=\frac{2\times11.456}{13.555\times2.099}\ \mathrm{nm}=0.805\ \mathrm{nm}.
\end{equation}
At 3 nm the law gives 0.268, which is 14\% above the integral. At 10 nm it gives 0.081 against 0.079. Below about 1 nm it is useless. The modulus falls to one half at 0.93 nm (9.3 \AA) and to one tenth at 7.85 nm (78.5 \AA). An exponential through 1 at the interface and one half at 0.93 nm would reach one tenth at 3.1 nm, so the tail is long.

A narrow beam shows that the spread of angles is responsible. For incidence within a cone of half-angle $\theta_0$, linearise $w$ in $u$ with (\ref{eq:slope}) taken at $q=0$. The phases are then spread evenly, and
\begin{equation}
|Q|\approx\left|\frac{\sin ax}{ax}\right|,\qquad a=\frac14\left(\frac1{K_d}-\frac1{k_F}\right)k_F^2\sin^2\theta_0 .
\end{equation}
For $\theta_0=20^\circ$, $a=0.073$ nm$^{-1}$, which gives 0.992 at 3 nm. The direct average over the cone is 0.990, against 0.236 for the full Fermi surface at the same depth and splitting.

\subsection*{How far this carries to a real layer}

Magnetic layers a few nanometres thick are used in spin-torque devices, so 3 nm is a relevant depth. Changing one assumption at a time, with $\Delta$ fixed, moves the modulus of 0.236 there as follows:
\begin{itemize}
\item Thermal spread of the incident energies at 300 K leaves it at 0.236.
\item The drift weight $3\sin\theta\cos^2\theta\,d\theta$ in place of uniform filling gives 0.335 and moves the depth of one half from 0.93 nm to 1.6 nm.
\item The transverse spin current sent into the same normal metal behind a 3 nm film is 0.234.
\item Lowering the majority band by 1 eV and raising the minority band by 1 eV relative to the normal metal gives 0.294.
\item With rough mean free paths of 5 nm (majority) and 1 nm (minority), the unscattered part is 0.035.
\end{itemize}
Scattering is the assumption whose failure matters most among these. It lowers the coherent signal about sevenfold and cuts off the long $1/x$ tail. Cobalt also has $d$ bands at the Fermi level, which a single parabola per spin doesn't describe, and spin-orbit coupling and interface roughness are missing as well. The splitting is uncertain too. The value of 2 eV suits the $d$ bands, whereas the $sp$ electrons, which a free-electron parabola resembles most, are split less. The length depends strongly on this choice: without scattering, the modulus falls to one half at 0.47 nm for $\Delta=3$ eV, at 2.3 nm for 1 eV and at 5.1 nm for 0.5 eV. I would take from the model the mechanism and, only for a splitting near 2 eV, a length of the order of a nanometre. The numerical output lists the current at further depths.

\section*{Computed results}
\begin{verbatim}
Fermi energy 7.0 eV, splitting 2.0 eV
kF = 13.555 1/nm
K_d = 11.456 1/nm
c = 7.245 1/nm
w0 = kF - K_d = 2.099 1/nm
precession length, normal incidence 2.99 nm = 29.9 angstrom
critical angle 57.7 deg
share of flux with undamped precession 0.7143
single electrons at 3.0 nm (from the wave equation):
  incidence 0 deg: turned 360.8 deg, modulus 1
  incidence 30 deg: turned 430.2 deg, modulus 1
  incidence 50 deg: turned 665.8 deg, modulus 1
  incidence 70 deg: turned 796.9 deg, modulus 5.57e-08
net current: depth nm, |Q|, 1/x law, lag behind normal incidence deg
   0.5  0.6398  1.6107  29.5
   1.0  0.4836  0.8053  44.1
   2.0  0.3198  0.4027  59.0
   3.0  0.2357  0.2684  66.7
   5.0  0.1521  0.1611  74.7
  10.0  0.0792  0.0805  81.9
  30.0  0.0268  0.0268  87.3
  60.0  0.0134  0.0134  88.6
prefactor of the 1/x law 0.8053 nm
local exponent from 30 to 60 nm -0.9980
relative error of 1/x law (complex): 30 nm 0.0480, 60 nm 0.0240
relative error of edge term at 60 nm 0.0069
undamped group alone, per its flux: 3 nm 0.3300, 30 nm 0.0375
|Q| = 1/2 at 0.93 nm = 9.3 angstrom
|Q| = 1/10 at 7.85 nm = 78.5 angstrom
largest rise of |Q| between scan points, 0 to 30 nm: 0.0e+00
shift of Q at 3 nm on doubling the mesh 5.4e-15
cone of 20 deg at 3 nm: 0.9901, sinc law 0.9921
cone of 20 deg at 10 nm: 0.8937
neglected effects, |Q| at 3.0 nm (model 0.2357):
  thermal spread at 300 K: 0.2356
  mean free paths 5 and 1 nm: 0.0345
  behind a film of this thickness: 0.2342
  bands shifted by -/+ 1.0 eV: 0.2940
\end{verbatim}
